# Continuity equation and conserved current for nonlocal pseudopotentials: verification in Python

```python
"""
Result under test (Hartree atomic units, particle current):
  d(rho)/dt + div j = S,  S = sum over cores of 2 Im[psi* (V_core psi)],
  each core's S integrates to zero, and
  J = j - grad(chi) + d/volume,  laplacian(chi) = S,  d = first moment of S,
is conserved and has the cell average (band velocity)/volume.
Symbols: psi = Bloch state, rho = |psi|^2, j = Im(psi* grad psi),
V_core = sum_i |beta_i> D_i <beta_i| with beta_i = 0 beyond core_radius.
Model crystal: two unlike cores in an orthorhombic cell, one s and three p
projectors on each core, and Gaussian local wells.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import spherical_jn, beta as euler_beta
from scipy.constants import physical_constants, e as charge

cell = np.array([5.0, 5.0, 9.0])
volume = cell.prod()
centres = np.array([[2.0, 2.0, 2.0], [3.0, 2.5, 6.0]])
core_radius = 1.8
strength = np.array([[2.0, -0.5, -0.5, -0.5], [1.0, 0.5, 0.5, 0.5]])
well_depth = np.array([1.0, 0.6])
well_width = 1.0
k_point = np.array([0.20, 0.10, 0.15])
cutoffs = (5.0, 10.0, 20.0)

# Projectors: norm*(1-r^2/rc^2)^3 for s, norm*r_i*(1-r^2/rc^2)^3 for p
norm_s = 1 / np.sqrt(4*np.pi*core_radius**3*0.5*euler_beta(1.5, 7))
norm_p = 1 / np.sqrt(4*np.pi/3*core_radius**5*0.5*euler_beta(2.5, 7))

# Real-space grid; both core spheres lie wholly inside the home cell
shape = (40, 40, 72)
dV = volume / np.prod(shape)
dA = cell[0]*cell[1] / (shape[0]*shape[1])
points = np.array(np.meshgrid(
    *[np.arange(n)*L/n for n, L in zip(shape, cell)], indexing="ij"))
G_grid = np.array(np.meshgrid(
    *[2*np.pi*np.fft.fftfreq(n, L/n) for n, L in zip(shape, cell)],
    indexing="ij"))
assert np.all(centres > core_radius)
assert np.all(cell - centres > core_radius)
assert np.linalg.norm(centres[1] - centres[0]) > 2*core_radius

offsets = points[None] - centres[:, :, None, None, None]
distance = np.sqrt((offsets**2).sum(axis=1))
shape_function = np.clip(1 - (distance/core_radius)**2, 0, None)**3
projectors = np.concatenate(
    [norm_s*shape_function[:, None],
     norm_p*offsets*shape_function[:, None]], axis=1)
outside = np.all(distance > core_radius, axis=0)
assert np.allclose((projectors**2).sum(axis=(2, 3, 4))*dV, 1, atol=1e-5)


def make_basis(cutoff):
    """Integer labels and vectors G with G^2/2 <= cutoff."""
    top = np.floor(np.sqrt(2*cutoff)*cell/(2*np.pi)).astype(int)
    labels = np.array(np.meshgrid(
        *[np.arange(-m, m + 1) for m in top], indexing="ij")).reshape(3, -1).T
    vectors = 2*np.pi*labels/cell
    keep = (vectors**2).sum(axis=1)/2 <= cutoff
    return labels[keep], vectors[keep]


def local_matrix(vectors):
    """Matrix of the Gaussian wells -depth*exp(-r^2/(2 width^2))."""
    diff = vectors[:, None, :] - vectors[None, :, :]
    envelope = np.exp(-(diff**2).sum(axis=2)*well_width**2/2)
    envelope *= (2*np.pi*well_width**2)**1.5/volume
    phases = sum(w*np.exp(-1j*(diff @ R)) for w, R in zip(well_depth, centres))
    return -envelope*phases


def overlaps(q):
    """<beta|q> for normalized plane waves, from closed radial integrals."""
    size = np.linalg.norm(q, axis=1)
    x = size*core_radius
    s_part = 4*np.pi*norm_s*core_radius**3*48*spherical_jn(4, x)/x**4
    p_part = 4j*np.pi*norm_p*core_radius**4*48*spherical_jn(5, x)/x**4
    one_core = np.vstack([s_part[None], (q.T/size)*p_part])
    phase = np.exp(1j*(centres @ q.T))
    return phase[:, None, :]*one_core[None]/np.sqrt(volume)


def solve(k, vectors, local, bands):
    q = vectors + k
    b = overlaps(q)
    flat = b.reshape(-1, len(q))
    H = local + (flat.conj().T*strength.ravel()) @ flat
    H[np.diag_indices(len(q))] += (q**2).sum(axis=1)/2
    energy, states = eigh(H, subset_by_index=[0, bands - 1])
    return energy, states, b


def on_grid(values, labels):
    box = np.zeros(shape, complex)
    box[labels[:, 0], labels[:, 1], labels[:, 2]] = values
    bloch_phase = np.exp(1j*np.einsum("i,ixyz->xyz", k_point, points))
    return np.fft.ifftn(box)*box.size/np.sqrt(volume)*bloch_phase


def fields(coefficients, labels, vectors, b):
    """psi, current j, source of each core, projections <beta|psi>."""
    q = vectors + k_point
    psi = on_grid(coefficients, labels)
    current = np.array([
        (psi.conj()*on_grid(1j*q[:, i]*coefficients, labels)).imag
        for i in range(3)])
    projection = b @ coefficients
    V_psi = np.einsum("ap,apxyz->axyz", strength*projection, projectors)
    return psi, current, 2*(psi.conj()*V_psi).imag, projection


def divergence(field):
    return sum(np.fft.ifftn(1j*G_grid[i]*np.fft.fftn(field[i])).real
               for i in range(3))


def poisson_correction(source):
    """-grad(chi) for the periodic solution of laplacian(chi) = source."""
    G2 = (G_grid**2).sum(axis=0)
    G2[0, 0, 0] = 1.0
    chi = -np.fft.fftn(source)/G2
    chi[0, 0, 0] = 0.0
    return np.array([np.fft.ifftn(-1j*G_grid[i]*chi).real for i in range(3)])


# Stationary Bloch state: div j must approach S as the basis grows
residuals, sizes = [], []
for cutoff in cutoffs:
    labels, vectors = make_basis(cutoff)
    local = local_matrix(vectors)
    energy, states, b = solve(k_point, vectors, local, 2)
    psi, current, sources, projection = fields(
        states[:, 0], labels, vectors, b)
    source = sources.sum(axis=0)
    residuals.append(np.linalg.norm(divergence(current) - source)
                     / np.linalg.norm(source))
    sizes.append(len(vectors))
assert residuals[0] > residuals[1] > residuals[2]
assert residuals[2] < 0.15       # remaining error: discarded plane waves
assert energy[1] - energy[0] > 0.01

# Projections: reciprocal-space formula against real-space quadrature
direct_projection = np.einsum("apxyz,xyz->ap", projectors, psi)*dV
assert np.allclose(direct_projection, projection, atol=1e-5)

# Each core's source integrates to zero although the source does not vanish
core_integral = sources.sum(axis=(1, 2, 3))*dV
core_absolute = np.abs(sources).sum(axis=(1, 2, 3))*dV
assert np.all(core_absolute > 1e-4)
assert np.all(np.abs(core_integral) < 1e-4*core_absolute)

# Counterexample: a Hermitian term coupling the s projectors of both cores
coupling = 0.5
exchange = np.array([
    2*(psi.conj()*projectors[a, 0]*coupling*projection[1 - a, 0]).imag.sum()*dV
    for a in range(2)])
assert np.all(np.abs(exchange) > 1e-4)
assert abs(exchange.sum()) < 1e-3*abs(exchange[0])

# Time-dependent equation for an equal superposition of two bands
def superposition(time):
    return states @ (np.exp(-1j*energy*time)/np.sqrt(2))

dt = 0.01
rho_rate = (np.abs(on_grid(superposition(dt), labels))**2
            - np.abs(on_grid(superposition(-dt), labels))**2)/(2*dt)
_, mixed_current, mixed_sources, _ = fields(
    superposition(0.0), labels, vectors, b)
mixed_source = mixed_sources.sum(axis=0)
mixed_residual = (np.linalg.norm(
    rho_rate + divergence(mixed_current) - mixed_source)
    / np.linalg.norm(mixed_source))
assert mixed_residual < 0.15
mixed_integral = mixed_sources.sum(axis=(1, 2, 3))*dV
mixed_absolute = np.abs(mixed_sources).sum(axis=(1, 2, 3))*dV
assert np.all(np.abs(mixed_integral) < 1e-4*mixed_absolute)

# Velocity: momentum plus source moment against the slope of the band
momentum = (np.abs(states[:, 0])**2) @ (vectors + k_point)
moments = np.einsum("aixyz,axyz->ai", offsets, sources)*dV
total_moment = moments.sum(axis=0)
velocity = momentum + total_moment
step = 1e-3
slope = np.array([
    (solve(k_point + step*axis, vectors, local, 1)[0][0]
     - solve(k_point - step*axis, vectors, local, 1)[0][0])/(2*step)
    for axis in np.eye(3)])
assert np.allclose(velocity, slope, atol=1e-5)
assert np.linalg.norm(total_moment) > 1e-3

# Conserved current and its flux through planes of constant z
gradient_part = poisson_correction(source)
correction = gradient_part + total_moment[:, None, None, None]/volume
flux_bare = current[2].sum(axis=(0, 1))*dA
flux_poisson = (current + gradient_part)[2].sum(axis=(0, 1))*dA
flux_full = (current + correction)[2].sum(axis=(0, 1))*dA
expected_flux = slope[2]/cell[2]
spread_bare = np.ptp(flux_bare)
spread_full = np.ptp(flux_full)
assert np.max(np.abs(flux_full - expected_flux)) < 0.02*spread_bare
gap_planes = [32, 68]            # z = 4.0 and 8.5 bohr miss both cores
assert np.all(outside[:, :, gap_planes])
assert np.allclose(flux_bare[gap_planes], expected_flux,
                   atol=0.02*spread_bare, rtol=0)
magnitude = np.sqrt((correction**2).sum(axis=0))
outside_share = magnitude[outside].sum()/magnitude.sum()

# Isolated dipole source z*(1-r^2)^3 in the unit sphere, chi = z*g(r)
r, x, y, z = sp.symbols("r x y z", positive=True)
A, P = sp.symbols("A P")
profile = sp.expand((1 - r**2)**3)
slope_g = sp.expand(sp.integrate(r**4*profile, (r, 0, r))/r**4)
g = sp.integrate(slope_g, r) + A
chi = sp.expand(z*g.subs(r, sp.sqrt(x**2 + y**2 + z**2)))
laplacian = sum(sp.diff(chi, v, 2) for v in (x, y, z))
target = z*(1 - x**2 - y**2 - z**2)**3
assert sp.expand(laplacian - target) == 0
A_confined = sp.solve(sp.diff(r*g, r).subs(r, 1), A)[0]
outer = P/r**3
A_free = sp.solve([(g - outer).subs(r, 1),
                   sp.diff(g - outer, r).subs(r, 1)], [A, P])[A]
dipole = sp.integrate(4*sp.pi*r**4*profile/3, (r, 0, 1))


def sphere_share(constant):
    """Sphere integral of -d(chi)/dz divided by the source moment."""
    h = g.subs(A, constant)
    average = h + r*sp.diff(h, r)/3
    return sp.simplify(-sp.integrate(4*sp.pi*r**2*average, (r, 0, 1))/dipole)


share_confined = sphere_share(A_confined)
share_free = sphere_share(A_free)
assert share_confined == 1
assert share_free == sp.Rational(1, 3)

atomic_time = physical_constants["atomic unit of time"][0]
atomic_velocity = physical_constants["atomic unit of velocity"][0]


def vec(v):
    return " ".join(f"{value:.6f}" for value in v)


print("cell edges (bohr):", vec(cell))
for a, name in enumerate("AB"):
    print(f"core {name} centre (bohr):", vec(centres[a]))
    print(f"core {name} D_s, D_p (hartree):", strength[a, 0], strength[a, 1])
    print(f"core {name} local well depth (hartree):", well_depth[a])
print("core radius, well width (bohr):", core_radius, well_width)
print("k (1/bohr):", vec(k_point))
for cutoff, size, res in zip(cutoffs, sizes, residuals):
    print(f"cutoff {cutoff:.0f} hartree: {size} waves, "
          f"relative residual of div j = S: {res:.5f}")
print("two lowest band energies (hartree):", vec(energy))
print(f"two-band continuity, relative residual: {mixed_residual:.5f}")
for a, name in enumerate("AB"):
    print(f"core {name} integral of S (a.u.): {core_integral[a]:.2e}")
    print(f"core {name} integral of |S| (a.u.): {core_absolute[a]:.6f}")
    print(f"core {name} first moment of S (a.u.):", vec(moments[a]))
print(f"inter-core coupling (hartree): {coupling}")
print("its source integral over A, B (a.u.):", vec(exchange))
print("mean momentum (a.u.):", vec(momentum))
print("total source moment (a.u.):", vec(total_moment))
print("momentum + moment (a.u.):", vec(velocity))
print("finite-difference band slope (a.u.):", vec(slope))
print("plane fluxes (1/atomic time): j | j - grad chi | J")
for index in (8, 16, 24, 32, 40, 48, 56, 68):
    print(f"z = {index*cell[2]/shape[2]:.1f} bohr: {flux_bare[index]:.6f} | "
          f"{flux_poisson[index]:.6f} | {flux_full[index]:.6f}")
print(f"band slope_z / cell length (1/atomic time): {expected_flux:.6f}")
print(f"flux spread over z, j (1/atomic time): {spread_bare:.6f}")
print(f"flux spread over z, J (1/atomic time): {spread_full:.2e}")
print(f"share of integrated |J - j| outside cores: {outside_share:.4f}")
print("sphere integral / moment, confined solution:", share_confined)
print("sphere integral / moment, free-space solution:", share_free)
print(f"velocity_z (m/s): {velocity[2]*atomic_velocity:.4e}")
print("charge flux magnitude per electron and cell (microampere): "
      f"{abs(expected_flux)*charge/atomic_time*1e6:.3f}")
print("all assertions hold")
```

Running it gives:

```
cell edges (bohr): 5.000000 5.000000 9.000000
core A centre (bohr): 2.000000 2.000000 2.000000
core A D_s, D_p (hartree): 2.0 -0.5
core A local well depth (hartree): 1.0
core B centre (bohr): 3.000000 2.500000 6.000000
core B D_s, D_p (hartree): 1.0 0.5
core B local well depth (hartree): 0.6
core radius, well width (bohr): 1.8 1.0
k (1/bohr): 0.200000 0.100000 0.150000
cutoff 5 hartree: 133 waves, relative residual of div j = S: 0.44308
cutoff 10 hartree: 321 waves, relative residual of div j = S: 0.12400
cutoff 20 hartree: 979 waves, relative residual of div j = S: 0.02702
two lowest band energies (hartree): 0.003521 0.123281
two-band continuity, relative residual: 0.02332
core A integral of S (a.u.): 2.45e-11
core A integral of |S| (a.u.): 0.031515
core A first moment of S (a.u.): -0.015387 -0.007482 -0.011616
core B integral of S (a.u.): -2.54e-11
core B integral of |S| (a.u.): 0.001101
core B first moment of S (a.u.): -0.000515 -0.000258 -0.000340
inter-core coupling (hartree): 0.5
its source integral over A, B (a.u.): 0.011260 -0.011260
mean momentum (a.u.): 0.189992 0.095519 0.143414
total source moment (a.u.): -0.015901 -0.007740 -0.011956
momentum + moment (a.u.): 0.174091 0.087779 0.131457
finite-difference band slope (a.u.): 0.174091 0.087779 0.131457
plane fluxes (1/atomic time): j | j - grad chi | J
z = 1.0 bohr: 0.015946 | 0.015936 | 0.014607
z = 2.0 bohr: 0.023424 | 0.015930 | 0.014601
z = 3.0 bohr: 0.015946 | 0.015935 | 0.014607
z = 4.0 bohr: 0.014610 | 0.015939 | 0.014610
z = 5.0 bohr: 0.014621 | 0.015933 | 0.014605
z = 6.0 bohr: 0.014902 | 0.015932 | 0.014603
z = 7.0 bohr: 0.014631 | 0.015932 | 0.014604
z = 8.5 bohr: 0.014606 | 0.015934 | 0.014606
band slope_z / cell length (1/atomic time): 0.014606
flux spread over z, j (1/atomic time): 0.008822
flux spread over z, J (1/atomic time): 1.23e-05
share of integrated |J - j| outside cores: 0.5052
sphere integral / moment, confined solution: 1
sphere integral / moment, free-space solution: 1/3
velocity_z (m/s): 2.8759e+05
charge flux magnitude per electron and cell (microampere): 96.747
all assertions hold
```
